# Power-law growth of ultrathin oxide on silicon as a rate law

## 1. An exponent that looks like diffusion

A model oxide film on silicon starts at 1.5 nm and thickens as a power of time with exponent 0.70. After 5 min the slope of \(\ln x\) against \(\ln t\) is 0.495, which is nearly the value 1/2 expected when diffusion through the oxide limits growth. Yet when the film is 5 nm thick, each added layer slows growth about ten times more than ordinary diffusion through that layer would. The slope of 0.495 therefore does not mean what it seems to mean.

The way out is to eliminate time. The history

\[
x(t)=a(t+t_0)^b ,\qquad a>0,\quad b>0,\quad t_0>0,\quad t\ge 0, \tag{1}
\]

is equivalent to a growth rate that depends on thickness alone. Here \(x\) is the oxide thickness and \(t\) the time since the run began. Temperature and gas pressure are constant during the run. The algebra contains no physical constants, so it holds in atomic units or in any other consistent units. The numbers below use nm, min and eV.

## 2. From the history to the rate

Differentiate (1):

\[
R\equiv\frac{dx}{dt}=ab(t+t_0)^{b-1}. \tag{2}
\]

Since \(a\) and \(t+t_0\) are positive, (1) can be inverted:

\[
t+t_0=\left(\frac{x}{a}\right)^{1/b}. \tag{3}
\]

Insert this in (2). The power of \(x\) is \((b-1)/b=1-1/b\), and the power of \(a\) is \(1-(1-1/b)=1/b\). Hence

\[
R=Kx^{1-1/b}=Kx^{-m},\qquad K=b\,a^{1/b},\qquad m=\frac1b-1. \tag{4}
\]

A positive \(m\) means that growth slows as the film thickens. Three cases fix the scale:

- \(b=1\) gives \(m=0\), a constant rate.
- \(b=1/2\) gives \(m=1\), so \(R\propto 1/x\), as for diffusion through a uniform layer.
- \(b<1/2\) gives \(m>1\), a slowing steeper than that of uniform diffusion.

Dividing (2) by (1) gives a form that is often handier:

\[
R=\frac{b\,x}{t+t_0}. \tag{5}
\]

## 3. From the rate back to the history

Now start from (4) with \(x(0)=x_i>0\). Separate the variables, using \(m=1/b-1\):

\[
x^{1/b-1}\,dx=K\,dt .
\]

The integral of the left side is \(b\,x^{1/b}\). Integrating from the start of the run gives

\[
b\left(x^{1/b}-x_i^{1/b}\right)=Kt,
\qquad
x^{1/b}=x_i^{1/b}+\frac{K}{b}t. \tag{6}
\]

Take out the factor \(K/b\) and raise both sides to the power \(b\):

\[
x=\left(\frac Kb\right)^b\left(t+\frac{b\,x_i^{1/b}}{K}\right)^b .
\]

This is (1), with

\[
a=\left(\frac Kb\right)^b,\qquad
t_0=\frac{b\,x_i^{1/b}}K=\left(\frac{x_i}{a}\right)^{1/b}. \tag{7}
\]

The equivalence is proved for \(x_i>0\). As a numerical test, the rate law was integrated for 30 min from 1.5 nm with \(a=0.9\) nm/min\(^b\) and \(b=0.4,\ 0.7,\ 1.0,\ 1.3\). It reproduced (1) to better than one part in \(10^7\).

The condition on \(x_i\) matters. For \(b>1\) the exponent in (4) lies between 0 and 1, and a start from \(x=0\) has more than one solution: both \(x=0\) and \(x=at^b\) satisfy the equation. For \(b<1\) the rate diverges at \(x=0\). No real rate does that, so the law must fail in sufficiently thin films.

## 4. What \(t_0\) contains

Equation (7) shows that, once \(K\) and \(b\) are given, \(t_0\) encodes the initial thickness and nothing else. It is the time the same power law would need to grow \(x_i\) from zero. It need not be a time that passed in any furnace, because the first oxide may have formed in another way.

An error in the starting thickness shrinks as growth slows, and it dies out completely only if the rate tends to zero. For any rate \(R(x)\), the elapsed time is

\[
t=\int_{x_i}^{x}\frac{dx'}{R(x')} .
\]

Change \(x_i\) slightly while \(t\) is held fixed. The changes at the two ends of the integral must cancel:

\[
0=\frac{\delta x}{R(x)}-\frac{\delta x_i}{R(x_i)},
\qquad
\frac{\delta x}{\delta x_i}=\frac{R(x)}{R(x_i)}. \tag{8}
\]

In the example below the rate falls from 0.506 to 0.223 nm/min in 30 min. A small error in the initial thickness therefore shrinks to 0.44 of its size.

## 5. Reading the exponent correctly

From (1), \(\ln x=\ln a+b\ln(t+t_0)\). Since \(dt=t\,d\ln t\),

\[
\frac{d\ln x}{d\ln t}=\frac{b\,t}{t+t_0}. \tag{9}
\]

The slope starts at zero and approaches \(b\) for \(t\gg t_0\). On the way it passes through every value in between, including 1/2 if \(b>1/2\). A slope near 1/2 at one moment is thus no evidence of diffusion control.

A better quantity follows from any history governed by some rate \(R(x)\). Differentiating \(x'=R(x)\) with respect to time gives \(x''=(dR/dx)\,x'\), so \(dR/dx=x''/x'\). Therefore

\[
p\equiv\frac{d\ln R}{d\ln x}=\frac{x}{R}\frac{dR}{dx}
=\frac{x\,x''}{(x')^2}. \tag{10}
\]

Neither \(t_0\) nor the zero of time appears. For the power law \(p=1-1/b=-m\) at all times. Conversely, a constant \(p\) integrates to \(R=Kx^p\), and for \(p<1\) Section 3 returns (1) with \(b=1/(1-p)\). The physical content of the power law is the constancy of \(p\). The price of using (10) on data is a second derivative, which amplifies noise. For the film of Section 6, with readings every 2 min and random errors of 0.1 nm, a quadratic fitted to five points around 10 min gives \(p\) with a scatter larger than its own size. Reading \(p\) locally therefore needs more precise or much denser data.

## 6. A worked film

Take \(a=0.9\) nm/min\(^b\), \(b=0.70\) and \(x_i=1.5\) nm, round parameters for dry oxidation near 1173 K at 1 atm. Then

\[
m=\frac1{0.70}-1=0.4286,\qquad
K=0.70\,(0.9)^{1/0.70}=0.602,
\]
\[
t_0=\left(\frac{1.5}{0.9}\right)^{1/0.70}=2.075\ \text{min},
\]

with \(K\) in nm\(^{1/b}\)/min. After 5 min the thickness is \(0.9\,(7.075)^{0.70}=3.54\) nm, and (5) gives a rate of \(0.70\times3.54/7.075=0.350\) nm/min. After 30 min the film is 10.2 nm thick.

The slope quoted at the start follows from (9):

\[
\frac{0.70\times5}{5+2.075}=0.495 .
\]

It lies below 0.70 because the run is only a few times \(t_0\) old. Equation (10), evaluated by finite differences on the history at the same moment, gives \(-0.4286\), the correct exponent of the rate.

At a thickness of 5 nm the rate is

\[
R=0.602\times5^{-0.4286}=0.302\ \text{nm/min}=3.02\ \text{angstrom/min}.
\]

## 7. Comparison with diffusion and reaction

To see what \(m=0.43\) implies, compare it with the standard picture of thick-film oxidation. Oxidant has concentration \(c_0\) in the oxide at the gas side and \(c_i\) at the silicon interface. It diffuses with constant diffusivity \(D\) and reacts at the interface at a rate \(k_sc_i\) per unit area. One unit volume of oxide takes up \(N\) oxidant molecules. In steady state the two fluxes are equal:

\[
\frac{D(c_0-c_i)}x=k_sc_i=NR. \tag{11}
\]

Multiplying the first equality by \(x\) and collecting \(c_i\) gives \(c_i=Dc_0/(D+k_sx)\). Hence

\[
R=\frac{k_sDc_0}{N(D+k_sx)} .
\]

Multiply numerator and denominator by \(2/k_s\):

\[
R=\frac{B}{A+2x},\qquad A=\frac{2D}{k_s},\qquad B=\frac{2Dc_0}{N}. \tag{12}
\]

Since \(\ln R=\ln B-\ln(A+2x)\), the local exponent and the corresponding local \(b=1/(1-p)\) are

\[
p=-\frac{2x}{A+2x},\qquad
b_{\rm loc}=\frac{A+2x}{A+4x}. \tag{13}
\]

For \(x\ll A\) the reaction limits growth and \(b_{\rm loc}\to1\). For \(x\gg A\) diffusion limits it and \(b_{\rm loc}\to1/2\). A value of 0.70 lies between these limits, so it is tempting to read it as a mixture of the two. The thickness scale forbids this. Setting \(2x/(A+2x)=m\) gives

\[
x=\frac{mA}{2(1-m)},
\]

which is \(3A/8\) for \(m=3/7\). Rough typical values near 1173 K are \(B=70\) nm\(^2\)/min and \(B/A=0.10\) nm/min, so \(A=700\) nm. The mixture would show \(b=0.70\) in films of a few hundred nm. At 5 nm, (13) gives \(b_{\rm loc}=0.986\), almost linear growth.

## 8. Growth resistance

The time needed per unit of added thickness, \(W=dt/dx=1/R\), acts as a resistance to growth. For the power law

\[
W=\frac{x^m}{K},\qquad
\frac{dW}{dx}=\frac{m\,x^{m-1}}K=\frac{mW}{x}. \tag{14}
\]

For (12), \(W=(A+2x)/B\), which is a constant reaction part plus a diffusion part that grows with slope \(2/B\) at every thickness.

At 5 nm the power law has \(W=3.31\) min/nm, so

\[
\frac{dW}{dx}=\frac{0.4286\times3.31}{5}=0.284\ \text{min/nm}^2 .
\]

Bulk diffusion supplies \(2/70=0.0286\) min/nm\(^2\). The ratio is 9.9, the factor of ten mentioned at the start.

This does not show that the thin oxide is a better barrier than bulk oxide. The power-law film grows at 0.302 nm/min, while (12) predicts 0.099 nm/min at the same thickness. With these rough values the thin film grows three times faster, and it also loses speed more steeply. The factor of three depends on \(B/A\): a value of 0.16 nm/min would reduce it to about two. Its total resistance is even below the reaction part \(A/B=10\) min/nm alone. Adding another barrier in series to (12) could only raise \(W\), so it cannot explain the difference. With these bulk parameters, something must raise the rate in thin films and fade as they thicken. The exponent does not say what that is.

Equation (11) also sets a ceiling. Because \(c_i\ge0\), the flux cannot exceed \(Dc_0/x\), so \(R\le B/(2x)\) whatever the interface does. The power law meets this ceiling when \(Kx^{-m}=B/(2x)\), that is, when \(x^{1-m}=B/(2K)\):

\[
x_c=\left(\frac{B}{2K}\right)^{1/(1-m)},\qquad m<1. \tag{15}
\]

For \(m<1\) the law exceeds the ceiling above \(x_c\), here about 1200 nm. The ceiling does not restrict a 10 nm film, but it shows that the fit cannot be extrapolated indefinitely. The useful range can end much sooner: with \(B/A=0.16\) nm/min the power law already falls below (12) near 30 nm, and is about three quarters of it at 100 nm.

## 9. Another law with nearly the same history

Consider an extra rate that decays exponentially with thickness. If it acted alone, \(R=Ce^{-x/L}\), separation of variables would give

\[
L\left(e^{x/L}-e^{x_i/L}\right)=Ct .
\]

Divide by \(Le^{x_i/L}\), write \(R_i=Ce^{-x_i/L}\) for the initial rate, and take the logarithm:

\[
x=x_i+L\ln\left(1+\frac{R_it}{L}\right). \tag{16}
\]

This is logarithmic growth. Its local exponent is \(p=-x/L\), which is not constant, so (16) is not a power law.

Now add this term to (12):

\[
R=\frac B{A+2x}+Ce^{-x/L}. \tag{17}
\]

With the rough values \(C=0.40\) nm/min and \(L=7\) nm, and the same \(B\) and \(A\), a film starting at 1.5 nm reaches 9.74 nm in 30 min. Its thickness was sampled every 2 min from 0 to 30 min, and (1) was fitted with equal weights. The result is

\[
a=0.918\ \text{nm/min}^b,\qquad b=0.683,\qquad t_0=1.94\ \text{min}.
\]

The root-mean-square misfit is 0.03 nm and the largest is 0.05 nm. Thickness data good to roughly 0.1 nm would hardly separate the two laws over this window.

The rates they imply are nevertheless different in form. The fit reports one exponent, \(m=0.46\). The law that generated the data has \(-p=0.22\) at 2 nm and 0.70 at 9 nm. The fitted value is a compromise over the window, and a different window can give a different one. The offset is no safer: (17) would need 3.27 min to grow the first 1.5 nm from zero, not 1.94 min.

A good power-law fit thus reproduces the thickness over the fitted range. The growth rate is less secure: here the fitted rate is 20% too high at the start, and off by up to about 6% at the later sampled times. Nor does a good fit establish that the local exponent was constant, and still less which mechanism was at work.

## 10. Activation energies

Let \(\beta=1/(k_BT)\), and define the activation energy of a quantity \(y\) as \(-d\ln y/d\beta\). From (7),

\[
\ln a=b\ln K-b\ln b .
\]

If \(b\) does not depend on temperature, differentiation gives

\[
E_a=b\,E_K. \tag{18}
\]

A rate coefficient with \(E_K=2.0\) eV and \(b=0.70\) therefore produces 1.40 eV in a plot of \(\ln a\). The smaller number is not the height of a separate barrier.

If \(b\) varies, the energy found from \(a\) is not even independent of the clock. Label two temperatures 1 and 2, with \(T_2>T_1\), and define

\[
E_a=\frac{\ln(a_2/a_1)}{\beta_1-\beta_2},
\]

where each \(a\) enters as its numerical value in the chosen units. Time in minutes is 60 times time in hours, so changing to hours multiplies \(a\) by \(60^b\). The energy shifts by

\[
\Delta E_a=\frac{(b_2-b_1)\ln60}{\beta_1-\beta_2}. \tag{19}
\]

Let the film of Section 6 be set 1, at 1173 K. For set 2, at 1273 K, take \(a=2.4\) nm/min\(^b\) and \(b=0.74\). The difference \(\beta_1-\beta_2\) is 0.777 eV\(^{-1}\). In minutes,

\[
E_a=\frac{\ln(2.4/0.9)}{0.777}=1.26\ \text{eV};
\]

in hours it is 1.47 eV. The same two histories give both numbers.

The rate at a fixed thickness has no such defect, because a change of units multiplies both rates by the same factor:

\[
E(x)=\frac{\ln[R_2(x)/R_1(x)]}{\beta_1-\beta_2}. \tag{20}
\]

Insert \(R_j=K_jx^{1-1/b_j}\). The logarithm becomes \(\ln(K_2/K_1)+(1/b_1-1/b_2)\ln x\). Subtracting the values at two thicknesses removes the first term:

\[
E(x'')-E(x')=\frac{(1/b_1-1/b_2)\ln(x''/x')}{\beta_1-\beta_2}. \tag{21}
\]

For the two sets, \(E\) is 1.86 eV at 2 nm, 1.95 eV at 5 nm and 2.02 eV at 10 nm. For exact power laws, an exponent that varies with temperature is thus the same statement as an activation energy that varies with thickness. The energy obtained from \(K\) is then just \(E\) at one length unit, so it too changes with the unit chosen.

Two limits apply. First, set 2 is illustrative, and the rise of \(E\) with \(x\) only reflects the choice \(b_2>b_1\). If the excess term of (17) has a larger activation energy than \(B/A\), as in commonly quoted values of roughly 2.35 and 2.0 eV, \(E\) falls with thickness instead. Second, the equivalence does not carry over to fitted exponents. Multiply the whole of (17) by one Arrhenius factor with 2.0 eV, so that \(E=2.0\) eV at every thickness. Fits over 30 min then give \(b=0.68\) at 1173 K and 0.61 at 1273 K, because the hotter run covers thicker films, and the fitted rates inserted in (20) give 2.22 eV at 2 nm and 1.89 eV at 9 nm.

## 11. The model beside a real oxidation

Dry oxidation near 1173 K and 1 atm gives films of the order of 10 nm in half an hour, so the example lies in the usual regime. The linear rate \(B/A=0.10\) nm/min is on the low side: commonly quoted fits give about 0.16 nm/min for a (100) face. The rough values of \(B\), \(B/A\), \(C\) and \(L\) are not measurements of a particular furnace. The model assumes a single crystal face. Fins and trenches expose several. Raising \(B/A\) from 0.10 to a rough 0.17 nm/min for a faster face, with \(B\) and any additional thin-film rate held fixed, adds 22% of the power-law rate at 5 nm. A similar relative step from 0.16 to 0.27 nm/min would add 34%. The choice of face is the largest of the neglected effects sized here.

The others are smaller. A temperature error \(\delta T\) changes the rate by the fraction \(E\,\delta T/(k_BT^2)\), which is about 1.6% for 1 K at 5 nm if the average \(E\) between the two parameter sets is used. If the thickness varies across the film with standard deviation \(\sigma\) and each spot follows (4), expanding the rate to second order raises its mean by the fraction

\[
\frac{m(m+1)}2\frac{\sigma^2}{x^2}.
\]

For \(\sigma=0.2\) nm at 1.5 nm this is 0.54%; the full Gaussian average gives 0.57%.

The steady state assumed in (11) is well justified for these numbers. With a rough solubility ratio \(c_0/N=2\times10^{-6}\), (12) gives \(D=B/(2c_0/N)=1.75\times10^7\) nm\(^2\)/min. Oxidant crosses the final film in a time of order \(x^2/D=6\times10^{-6}\) min, whereas growing one more nm takes several minutes. At 30 min the bulk diffusion term \(2x/B\) is only 6.5% of \(W\). The exponent, however, depends on how \(W\) changes with thickness. By (14), diffusion supplies the fraction \((2/B)/(mW/x)=0.065/0.4286\), or 15%, of the slope \(dW/dx\). With these values, ordinary diffusion therefore accounts for only a small part of the exponent in this film. The main values are in the numerical output.

## Table of computed values

```
Set 1: a=0.9 nm/min^b, b=0.7, T=1173.15 K
Set 2: a=2.4 nm/min^b, b=0.74, T=1273.15 K
Initial thickness 1.5 nm, run 30.0 min
m = 1/b-1: 0.4286
K: 0.6022 nm^(1/b)/min
t0: 2.075 min
t=0 min: x=1.500 nm, rate=0.5061 nm/min
t=5 min: x=3.540 nm, rate=0.3503 nm/min
t=10 min: x=5.147 nm, rate=0.2984 nm/min
t=30 min: x=10.199 nm, rate=0.2226 nm/min
Rate at 5 nm: 0.3021 nm/min = 3.021 angstrom/min
Log-log slope at 5 min: 0.495
Local rate exponent from history: -0.4286
Resistance W at 5 nm: 3.310 min/nm
Slope dW/dx at 5 nm: 0.2837 min/nm^2
Rough B: 70.0 nm^2/min, B/A: 0.1 nm/min, A: 700 nm
Bulk diffusion slope 2/B: 0.0286 min/nm^2
Ratio of slopes: 9.93
Diffusion-reaction rate at 5 nm: 0.0986 nm/min
Its rate exponent at 5 nm: -0.0141
Its local b at 5 nm: 0.9861
Ceiling broken above: 1223 nm
Inverse-temperature step: 0.7770 1/eV
Fixed b: E of K 2.0 eV, E of a 1.400 eV
Varying b: E of a, minutes 1.262 eV
Varying b: E of a, hours 1.473 eV
E of rate at 2 nm: 1.857 eV
E of rate at 5 nm: 1.948 eV
E of rate at 10 nm: 2.017 eV
Thin-film law: C=0.4 nm/min, L=7.0 nm
Its thickness at 30 min: 9.736 nm
Fit: a=0.918 nm/min^b, b=0.683, t0=1.944 min
Fit misfit: rms 0.032 nm, max 0.054 nm
Fitted m: 0.464
True m at 2 nm: 0.216
True m at 9 nm: 0.695
Thin-film law, time from 0 to 1.5 nm: 3.27 min
Rough B/A of faster face: 0.17 nm/min
Orientation effect on rate at 5 nm: 22.3 %
Effect of 1 K on rate at 5 nm: 1.64 %
Roughness 0.2 nm, rate at 1.5 nm: 0.57 %
Rough solubility ratio: 2.0e-06
Oxidant diffusivity: 1.75e+07 nm^2/min
Oxidant transit time at 30 min: 5.9e-06 min
Bulk diffusion share of W at 30 min: 6.5 %
```
